# The Runge-Lenz vector and the degenerate bound levels of hydrogen-like ions, part 1

(Sections cited here and not found follow in the second part.)

An electron bound to a bare nucleus of charge $Z$ has levels whose degeneracy exceeds what rotational symmetry requires. In any central potential the $2l+1$ states of one orbital angular momentum $l$ share an energy, because a rotation turns them into one another. Rotations do not connect different values of $l$, so they give no reason for 2s to lie at the energy of 2p, or for 3s, 3p and 3d to coincide. In the Coulomb potential, without spin and relativity, they do coincide. A degeneracy between different $l$ follows if some operator commutes with the Hamiltonian and, acting on an eigenstate of definite $l$, produces a component with another $l$: that component has the same energy. Such an operator cannot commute with $L^2$.

Classical mechanics shows where to look. We use atomic units, $\hbar = m_e = e^2/4\pi\varepsilon_0 = 1$, and hold a point nucleus fixed at the origin, so that

$$H = \frac{p^2}{2} - \frac{Z}{r}, \qquad \mathbf L = \mathbf r\times\mathbf p, \qquad \hat{\mathbf r} = \frac{\mathbf r}{r}, \qquad Z>0 .$$

Classically $\dot{\mathbf r} = \mathbf p$, $\dot{\mathbf p} = -Z\mathbf r/r^3$ and $\mathbf L$ is constant. Then $\frac{d}{dt}(\mathbf p\times\mathbf L) = -Zr^{-3}\,\mathbf r\times(\mathbf r\times\mathbf p) = Z\,[\mathbf p/r - \mathbf r(\mathbf r\cdot\mathbf p)/r^3]$, and the bracket equals $d\hat{\mathbf r}/dt$. The Runge-Lenz vector $\mathbf p\times\mathbf L - Z\hat{\mathbf r}$ is therefore constant. Its scalar product with $\mathbf r$ is $L^2 - Zr$, since $\mathbf r\cdot(\mathbf p\times\mathbf L) = \mathbf L\cdot(\mathbf r\times\mathbf p)$. With $\theta$ the angle between $\mathbf r$ and the vector, and $A$ its length, this reads $r = (L^2/Z)/[1 + (A/Z)\cos\theta]$. The orbit is a conic section, the vector points to the place of closest approach, and $A/Z$ is the eccentricity.

In quantum mechanics $\mathbf p = -i\nabla$ and $[x_i,p_j] = i\delta_{ij}$. Repeated indices are summed. All identities are first derived as identities between differential operators acting on smooth functions in the region $r\neq0$, where $1/r$ and $\hat{\mathbf r}$ are smooth; the origin is treated afterwards. A dagger denotes the formal adjoint, which reverses the order of factors, conjugates numbers and leaves $x_i$, $p_i$ and real functions unchanged; the adjoint of an operator identity is again an identity. Two abbreviations carry most of the algebra:

$$D = \mathbf r\cdot\mathbf p = x_kp_k, \qquad L_{ij} = x_ip_j - x_jp_i = \epsilon_{ijk}L_k .$$

For any function $f(\mathbf r)$ the product rule gives $[p_k,f] = -i\partial_kf$. Hence $[D,f] = -i\,\mathbf r\cdot\nabla f$, which for a function homogeneous of degree $s$ equals $-isf$. The coordinates have degree $1$, $\hat r_i$ has degree $0$ and $1/r$ has degree $-1$. Also $[D,p_i] = [x_k,p_i]p_k = ip_i$, and applying this to both factors of $p^2$ gives $2ip^2$. Finally $p_kx_k = x_kp_k - 3i$. Collected:

$$[D,x_i] = -ix_i,\quad [D,\hat r_i]=0,\quad [D,1/r] = \frac{i}{r},\quad [D,p_i] = ip_i,\quad [D,p^2] = 2ip^2,\quad D^\dagger = \mathbf p\cdot\mathbf r = D-3i. \tag{1}$$

The commutator of $p^2$ with a function is $p_k[p_k,f] + [p_k,f]p_k = -ip_k(\partial_kf) - i(\partial_kf)p_k$. Moving $p_k$ to the right in the first term, $p_k(\partial_kf) = (\partial_kf)p_k - i\nabla^2f$, gives

$$[p^2,f] = -\nabla^2f - 2i(\partial_kf)\,p_k . \tag{2}$$

For $f = x_j$ this is $[p^2,x_j] = -2ip_j$. For $f=\hat r_j$ the gradient is $\partial_k\hat r_j = \delta_{jk}/r - x_jx_k/r^3$. Its divergence is $-x_j/r^3$ from the first term and $-(1+3-3)\,x_j/r^3$ from the second, so $\nabla^2\hat r_j = -2x_j/r^3$ and

$$[p^2,\hat r_j] = \frac{2x_j}{r^3} - \frac{2i}{r}p_j + \frac{2i\,x_j}{r^3}D . \tag{3}$$

The square of the angular momentum follows from $\epsilon_{ijk}\epsilon_{ilm} = \delta_{jl}\delta_{km} - \delta_{jm}\delta_{kl}$, which gives $L^2 = x_jp_kx_jp_k - x_jp_kx_kp_j$. In the first term $p_kx_j = x_jp_k - i\delta_{jk}$, so it equals $r^2p^2 - iD$. In the second, $p_kx_k = D-3i$ and $Dp_j = p_jD + ip_j$, so it equals $D^2 + iD - 3iD = D^2 - 2iD$. The difference is

$$L^2 = r^2p^2 - D^2 + iD . \tag{4}$$

The behaviour under rotations comes from $[L_i,x_j] = \epsilon_{ikl}x_k[p_l,x_j] = -i\epsilon_{ikj}x_k = i\epsilon_{ijk}x_k$ and $[L_i,p_j] = \epsilon_{ikl}[x_k,p_j]p_l = i\epsilon_{ijl}p_l$. An operator triple with $[L_i,U_j] = i\epsilon_{ijk}U_k$ is called a vector operator. The scalar product of two of them commutes with $\mathbf L$, because $[L_i,U_jV_j] = i\epsilon_{ijk}(U_kV_j + U_jV_k)$ contracts an antisymmetric symbol with a symmetric bracket. Thus $p^2$ and $D$ commute with $\mathbf L$, and so does any $f(r)$, since $[L_i,f] = -i\epsilon_{ikl}x_kx_lf'/r = 0$. In particular $[H,\mathbf L]=0$. For $\mathbf L$ itself, $[L_i,L_j] = i\epsilon_{jkl}\epsilon_{ikm}x_mp_l + i\epsilon_{jkl}\epsilon_{iln}x_kp_n = i(\delta_{ij}D - x_jp_i) + i(x_ip_j - \delta_{ij}D) = iL_{ij}$.

The classical expression does not fix the order of $\mathbf p$ and $\mathbf L$, and the two orders differ. Since $\epsilon_{ijk}L_k = L_{ij}$,

$$(\mathbf p\times\mathbf L)_i = p_jL_{ij} = p_jx_ip_j - p_jx_jp_i = x_ip^2 - ip_i - (D-3i)p_i = x_ip^2 - Dp_i + 2ip_i,$$

$$(\mathbf L\times\mathbf p)_i = -L_{ik}p_k = -x_ip^2 + Dp_i .$$

In the second line $x_kp_ip_k = Dp_i$ because momenta commute. The sum is $\mathbf p\times\mathbf L + \mathbf L\times\mathbf p = 2i\mathbf p$, where the classical sum vanishes. Each $L_{ij}$ is Hermitian, because for $i\ne j$ its factors commute, so $(p_jL_{ij})^\dagger = L_{ij}p_j$, that is $(\mathbf p\times\mathbf L)^\dagger = -\mathbf L\times\mathbf p$. The Hermitian combination is half the difference, and we define

$$\mathbf A = \mathbf M - Z\hat{\mathbf r},\qquad \mathbf M = \tfrac12(\mathbf p\times\mathbf L - \mathbf L\times\mathbf p) = \mathbf p\times\mathbf L - i\mathbf p .$$

Inserting the two expressions above gives $M_i = x_ip^2 - Dp_i + ip_i$, and with $Dp_i = p_iD + ip_i$,

$$M_i = x_ip^2 - p_iD = p^2x_i - D^\dagger p_i . \tag{5}$$

The second form is the adjoint of the first, equal to it because $M_i$ is Hermitian. By (5) every term of $\mathbf A$ is $\mathbf r$ or $\mathbf p$ times an operator that commutes with $\mathbf L$, so

$$[L_i,A_j] = i\epsilon_{ijk}A_k . \tag{6}$$

Moreover $\mathbf L\cdot\mathbf p = \epsilon_{ijk}x_jp_kp_i = 0$ and $\mathbf L\cdot\mathbf r = \epsilon_{ijk}x_j(x_ip_k - i\delta_{ik}) = 0$ by antisymmetry. Since $\mathbf r$ or $\mathbf p$ stands leftmost in each term of $A_i = x_ip^2 - p_iD - Zx_i/r$, this gives $\mathbf L\cdot\mathbf A=0$, and the adjoint gives the other order:

$$\mathbf L\cdot\mathbf A = \mathbf A\cdot\mathbf L = 0 . \tag{7}$$

This is the operator form of the statement that the vector lies in the plane of the orbit.

Conservation is best derived for a general central potential $V(r)$, which shows what singles out the Coulomb case. The kinetic energy commutes with $\mathbf M = \mathbf p\times\mathbf L - i\mathbf p$, because it commutes with $\mathbf p$ and $\mathbf L$, and $V$ commutes with $\hat{\mathbf r}$. What remains is $[p^2/2 + V, A_i] = [V,M_i] - Z[p^2/2,\hat r_i]$. For the first part of (5), equation (2) with $\nabla V = V'\mathbf r/r$ gives

$$[V,x_ip^2] = -x_i[p^2,V] = x_i\Big(V''+\frac{2V'}{r}\Big) + 2i\,\frac{x_iV'}{r}D .$$

For the second part, $[V,p_i] = iV'x_i/r$ and $[V,D] = irV'$, so

$$[V,p_iD] = [V,p_i]D + p_i[V,D] = i\frac{x_iV'}{r}D + i\,p_i\,rV' = i\frac{x_iV'}{r}D + irV'p_i + \frac{x_i}{r}\,(V'+rV''),$$

where the last step moved $p_i$ through the function $rV'$, with $i\cdot(-i)\,\partial_i(rV') = (x_i/r)(V'+rV'')$. In the difference the $V''$ terms cancel:

$$[V,M_i] = \frac{x_iV'}{r} - irV'p_i + i\frac{x_iV'}{r}D = r^2V'\Big(\frac{x_i}{r^3} - \frac{i}{r}p_i + \frac{ix_i}{r^3}D\Big) = r^2V'\,\big[\tfrac12p^2,\hat r_i\big],$$

the bracket being half of (3). Therefore

$$\big[\tfrac12p^2+V,\,A_i\big] = (r^2V' - Z)\,\big[\tfrac12p^2,\hat r_i\big] . \tag{8}$$

The commutator on the right is not zero, since on a constant function it gives $x_i/r^3$. The operator $\mathbf A$ is conserved exactly when $r^2V' = Z$, that is $V = -Z/r$ up to a constant, and then $[H,\mathbf A]=0$. Any central correction to the Coulomb potential, such as screening or a finite nuclear size, spoils the conservation of this operator wherever $r^2V'$ departs from $Z$. The ordering also matters: $\mathbf p\times\mathbf L - Z\hat{\mathbf r} = \mathbf A + i\mathbf p$ is not conserved, because $[H,p_i] = -Z[1/r,p_i] = iZx_i/r^3$.

The commutator of two components splits, because $[\hat r_i,\hat r_j]=0$, into

$$[A_i,A_j] = [M_i,M_j] - Z\big([M_i,\hat r_j] - [M_j,\hat r_i]\big).$$

By (5) the first term has four parts,

$$[M_i,M_j] = [x_ip^2,x_jp^2] + [p_iD,p_jD] - [x_ip^2,p_jD] + [x_jp^2,p_iD].$$

In the first part write $p^2x_j = x_jp^2 - 2ip_j$. Then $x_ip^2x_jp^2 = x_ix_jp^4 - 2ix_ip_jp^2$; the piece symmetric in $i,j$ drops out of the commutator, leaving $[x_ip^2,x_jp^2] = -2iL_{ij}p^2$. In the second part $p_iDp_jD = p_ip_jD^2 + ip_ip_jD$ is wholly symmetric, so $[p_iD,p_jD]=0$. For the cross terms, (1) gives $[D,x_ip^2] = (-i+2i)x_ip^2 = ix_ip^2$, and $[x_ip^2,p_j] = i\delta_{ij}p^2$, so

$$[x_ip^2,p_jD] = [x_ip^2,p_j]D + p_j[x_ip^2,D] = i\delta_{ij}p^2D - ip_jx_ip^2 .$$

Taking this with a minus sign and adding the same expression with $i$ and $j$ exchanged cancels the $\delta_{ij}$ terms and leaves $i(p_jx_i - p_ix_j)p^2$. Here $p_jx_i - p_ix_j = x_ip_j - x_jp_i$, the two terms $-i\delta_{ij}$ from reordering cancelling each other, so the cross terms give $+iL_{ij}p^2$. Since $p^2$ commutes with $L_{ij}$,

$$[M_i,M_j] = (-2i+i)\,p^2L_{ij} = -ip^2L_{ij} . \tag{9}$$

In the mixed term only the part of $[M_i,\hat r_j]$ antisymmetric in $i,j$ survives. Because $D$ commutes with $\hat r_j$, $[p_iD,\hat r_j] = [p_i,\hat r_j]D = -i(\delta_{ij}/r - x_ix_j/r^3)D$, which is symmetric and drops. From (3), $[x_ip^2,\hat r_j] = 2x_ix_j/r^3 - (2i/r)x_ip_j + 2ix_ix_jD/r^3$, in which only the middle term is not symmetric. Hence

$$[M_i,\hat r_j] - [M_j,\hat r_i] = -\frac{2i}{r}(x_ip_j - x_jp_i) = -\frac{2i}{r}L_{ij} . \tag{10}$$

Equations (9) and (10) combine to $-ip^2L_{ij} + (2iZ/r)L_{ij} = -2i\,(p^2/2 - Z/r)L_{ij}$, that is

$$[A_i,A_j] = -2iH\,\epsilon_{ijk}L_k . \tag{11}$$

The kinetic energy comes from the commutator of the $\mathbf M$ parts and the potential energy from the mixed terms, in just the proportion that makes $H$. The order of $H$ and $L_k$ is immaterial since they commute.

For the square, $\hat{\mathbf r}\cdot\hat{\mathbf r}=1$ gives $A^2 = M^2 - Z(\hat{\mathbf r}\cdot\mathbf M + \mathbf M\cdot\hat{\mathbf r}) + Z^2$. Two projections of $\mathbf M$ are needed. From (5) and (4),

$$\mathbf r\cdot\mathbf M = r^2p^2 - D^2 = L^2 - iD,$$

and from (5) and (1),

$$\mathbf p\cdot\mathbf M = (D-3i)p^2 - p^2D = [D,p^2] - 3ip^2 = -ip^2 .$$

In $M^2 = M_iM_i$ take the left factor in the second form of (5), so that these projections appear directly:

$$M^2 = p^2\,(\mathbf r\cdot\mathbf M) - D^\dagger(\mathbf p\cdot\mathbf M) = p^2L^2 - ip^2D + i(D-3i)p^2 = p^2L^2 + i[D,p^2] + 3p^2 = p^2(L^2+1),$$

since $i\cdot 2ip^2 = -2p^2$. For the mixed terms, $\hat{\mathbf r}\cdot\mathbf M = r^{-1}(L^2 - iD)$, and $\mathbf M\cdot\hat{\mathbf r}$ is its adjoint, $(L^2 + iD^\dagger)r^{-1} = (L^2 + iD + 3)r^{-1}$. Moving $1/r$ to the left costs $i[D,1/r] = -1/r$, so $\mathbf M\cdot\hat{\mathbf r} = r^{-1}(L^2 + iD + 2)$. The $D$ terms cancel in the sum, $\hat{\mathbf r}\cdot\mathbf M + \mathbf M\cdot\hat{\mathbf r} = (2/r)(L^2+1)$. Both pieces carry the factor $L^2+1$, and

$$A^2 = Z^2 + \Big(p^2 - \frac{2Z}{r}\Big)(L^2+1) = Z^2 + 2H(L^2+1) . \tag{12}$$

With $\hbar$ restored the added $1$ is $\hbar^2$; it arose entirely from reordering. Dropping it gives the classical relation between eccentricity, energy and angular momentum, $(A/Z)^2 = 1 + 2EL^2/Z^2$.

The right side of (11) contains the product $HL_k$, so $\mathbf L$ and $\mathbf A$ do not close into a Lie algebra of six generators on the whole space of states. They do so on an eigenspace of $H$, where $H$ is a number, provided that $\mathbf A$ maps the eigenspace into itself. The relation $[H,\mathbf A]=0$ was proved only for $r\neq0$, so this needs an argument about the origin.

Let $\mathcal H_E$ be the space of bound states of energy $E<0$. Since $H$ is rotationally invariant, each partial wave of an eigenstate is an eigenstate, and $\mathcal H_E$ is spanned by functions $\psi = g(r)\,r^lY_{lm}$. Here $r^lY_{lm}$ is a harmonic polynomial of degree $l$, which gives $\nabla^2\psi = (g''+2(l+1)g'/r)\,r^lY_{lm}$, and the eigenvalue equation is $g'' + 2(l+1)g'/r + 2(Z/r+E)g = 0$. Putting $g\sim r^s$, the most singular terms give $s(s+2l+1)=0$, so $\psi$ behaves as $r^l$ or as $r^{-l-1}$. The second behaviour is excluded: for $l\ge1$ it is not square integrable, and for $l=0$ it goes as $1/r$, has infinite kinetic energy, and obeys the equation only with a source at the origin because $\nabla^2(1/r) = -4\pi\delta(\mathbf r)$. The regular solution is a power series fixed up to a factor, and its terms of order $1/r$ in the equation give $2(l+1)g'(0) + 2Zg(0)=0$, so $g = g(0)\,[1 - Zr/(l+1) + \dots]$. At large $r$ the solutions behave as $e^{\pm\sqrt{-2E}\,r}$ times a power, and a bound state has the decaying one.

Away from the origin, the Runge-Lenz operator $\mathbf A$ commutes with $H$ and obeys (6), (7), (11) and (12), and the behaviour of the bound states at the origin and at large $r$ is known. It remains to show that $\mathbf A$ maps each bound eigenspace $\mathcal H_E$ into itself, and then to obtain the energies and their degeneracies.
